# Euler's Formula and the Ring Count of Silsesquioxane Cages

**Q.** A silsesquioxane cage is made of silicon and oxygen, and the Si-O-Si angle is soft. I see no reason why its rings should obey any law. Why could I not build a cage from whatever ring sizes I like?

**A.** Because the rings must close on each other, and closing has a price that can be counted. Let us first fix what is counted. Each silicon carries one terminal group R, such as H or CH\(_3\), and three oxygens, each shared with another silicon. Draw a point for every silicon and a line for every Si-O-Si unit, which I shall call a link. The oxygen is then the middle of a line, and R plays no part. Let \(V\) be the number of silicons and \(E\) the number of links, which is also the number of oxygens.

Each silicon has three link ends, and each link has two. Counting the ends in both ways gives
\[
3V=2E,\qquad E=\tfrac32V .
\]
So \(V\) must be even, and the composition is \((\mathrm{RSiO}_{1.5})_V\). The cage with \(V\) silicons is called T\(V\): T8 with R = H is H\(_8\)Si\(_8\)O\(_{12}\), with the links of a cube.

**Q.** That fixes the composition. It says nothing about rings.

**A.** For rings we need the cage's surface. Suppose the molecule is in one piece and its links can be drawn on a sphere without crossing. They cut the sphere into regions, the faces. A face whose border passes \(n\) silicons and \(n\) oxygens is an \(n\)-ring. Let \(f_n\) be the number of such faces and \(F=\sum_n f_n\) their total.

**Q.** Is the border of a face always a proper ring? It might run along the same link twice.

**A.** It would do so if some link were the sole connection between two parts of the molecule, since the same face then lies on both sides of it. I exclude that for a closed cage. The border then cannot pass one silicon twice either: two passages need four link ends, a silicon has three, and so some link would be used twice.

**Q.** Very well. What connects \(F\) with \(V\) and \(E\)?

**A.** Euler's formula for a connected drawing on a sphere,
\[
V-E+F=2 .
\]

**Q.** I do not want to take that on trust.

**A.** Choose a link with different faces on its two sides and erase it. The two faces merge, so \(E\) and \(F\) both fall by one and \(V-E+F\) keeps its value. The drawing also stays in one piece. If erasing the link had split it, one could have walked around one of the parts, close to its outline, from one side of the link to the other without crossing anything. Both sides would then have belonged to the same face, against our choice.

Repeat this until no such link is left. No closed path can remain, because a closed path on a sphere separates an inside from an outside, and its links would have different faces on their two sides. What remains is a connected drawing without closed paths, a tree. A tree can be grown from one point by adding one new point with each new line, so it has \(V-1\) lines. It encloses nothing, so it has one face. Hence
\[
V-E+F=V-(V-1)+1=2 .
\]
The value never changed during the erasing, so it was 2 for the original cage.

**Q.** You have three unknown totals and two equations. Where do the ring sizes enter?

**A.** Through the sides of the links. Each link has two sides, and each side belongs to the border of a face. An \(n\)-ring uses \(n\) sides, so
\[
\sum_n n f_n=2E .
\]
Now look for a combination of \(\sum f_n\) and \(\sum nf_n\) from which the size of the cage drops out. Take six times the first minus the second:
\[
\sum_n(6-n)f_n=6F-2E .
\]
Euler's formula gives \(F=2-V+E\). Insert it:
\[
6F-2E=12-6V+6E-2E=12-6V+4E .
\]
Three links per silicon means \(2E=3V\), so \(4E=6V\), and the last two terms cancel:
\[
\boxed{\;S\equiv\sum_n(6-n)f_n=12\;}
\]
The number six comes from the three links: with another number of links per silicon, another weight would be needed to remove \(V\). The twelve is six times Euler's two, and so belongs to the sphere.

**Q.** Show me that it works for a cage I can draw.

**A.** Take a prism: two \(k\)-rings, one above the other, joined by \(k\) upright links. It has \(2k\) silicons, \(k\) four-rings around the side and two \(k\)-rings at the ends. Therefore
\[
S=(6-4)k+2(6-k)=2k+12-2k=12
\]
for every \(k\). For \(k=4\) this is T8, with six four-rings. For \(k=5\) it is T10, with five four-rings and two five-rings. For \(k=6\) it is one form of T12, with six four-rings and two six-rings.

Prisms are special, so the rule was also tested on thirty cages generated from random points on a sphere. Their faces were found by walking along the links, without using Euler's formula, and each cage gave \(S=12\).

**Q.** A six-ring contributes nothing. May I then add as many as I please?

**A.** The sum does not limit their number, but it does not promise that each number can be built. Written out for rings of three or more silicons, the rule reads
\[
3f_3+2f_4+f_5=12+\sum_{n\ge7}(n-6)f_n .
\]
Small rings pay for closure. Every ring larger than six must be balanced by further small rings, and \(f_6\) is absent.

**Q.** So a very large cage is nearly all six-rings?

**A.** Its mean ring size approaches six, which is a weaker statement. From \(E=3V/2\) and Euler's formula,
\[
F=2-V+\tfrac32V=\tfrac V2+2,\qquad V=2F-4 .
\]
The mean ring size is the number of link sides divided by the number of faces:
\[
\bar n=\frac{2E}{F}=\frac{3V}{F}=\frac{6F-12}{F}=6-\frac{12}{F}.
\]
It is below six for every finite cage, so each cage has at least one ring smaller than six. For T8, T10 and T12 the means are 4.000, 4.286 and 4.500. But a prism with many sides shows why the mean can mislead. As \(k\) grows, \(\bar n\) tends to six, although all faces except two are four-rings. The two huge end rings make up the difference.

If all rings are equal, \(n=\bar n\), and hence \((6-n)F=12\). For \(n=3,4,5\) this gives \(F=4,6,12\) and \(V=4,8,20\): the tetrahedron, the cube and the dodecahedron. With rings of at least three silicons there is no other case.

The mean also shows when rings smaller than four are forced. T6 has \(F=5\) and \(\bar n=18/5\), which is below four, so some ring must have fewer than four silicons. T8 is the smallest cage that can do without them.

**Q.** Then I can design cages by solving the equation in whole numbers. For T10 I need seven rings. Six four-rings and one six-ring give \(6\times2+0=12\). Is that a new cage?

**A.** It satisfies the count, but no polyhedron has those faces. By a polyhedral cage I mean one whose links can be drawn as the edges of a convex polyhedron; the real molecule need not have flat faces.

Call the silicons of the six-ring \(a_1,\dots,a_6\), and let \(b_i\) be the silicon reached by the third link of \(a_i\). No \(b_i\) lies on the six-ring, because an edge joining two corners of a flat convex face is a side of that face. Two faces of a convex polyhedron share at most one edge, so the six-ring has six different neighbours, and here all must be four-rings. The neighbour across the link \(a_ia_{i+1}\) has the corners \(a_i,a_{i+1},b_{i+1},b_i\). Hence \(b_i\) is linked to \(b_{i+1}\), and by the same argument to \(b_{i-1}\).

These two are different silicons. Otherwise the two four-rings that meet along \(a_ib_i\) would share three corners and lie in one plane. So the three links of \(b_i\) go to \(a_i\), \(b_{i-1}\) and \(b_{i+1}\), and none is free for a second \(a\). The six \(b_i\) are therefore all different, and the cage has at least twelve silicons. T10 has ten.

**Q.** Is that an isolated accident?

**A.** No. An enumeration of polyhedral cages gives the following picture for cages without three-rings. Leave out at once every list with a ring of \(F\) or more silicons, because a face shares at most one edge with each of the other \(F-1\) faces. For T12 this removes seven four-rings with one eight-ring, although their sum is \(7\times2-2=12\). Of the lists with sum twelve that remain, T10 has two, and one is realized. T12 has four, and two are realized: six four-rings with two six-rings, and four four-rings with four five-rings. T14 has nine, and five are realized. The sum rule is a necessary condition on a cage, not a sufficient one. Nor does it say which possible cage is stable or can be made, since no energy has entered.

**Q.** I have another difficulty. In T8 I can travel around two neighbouring squares and return after six silicons. Is that not a six-ring? A routine that lists all closed paths would report it.

**A.** It is a closed path but not a face, and the rule speaks of faces. T8 has 6 closed paths through four silicons, 16 through six and 6 through eight, if no silicon is passed twice. Summed over all of them,
\[
6(2)+16(0)+6(-2)=0 .
\]

**Q.** Then I shall use a smallest set of independent rings, from which all other closed paths can be combined.

**A.** For T8 that set has five four-rings, and the sum is \(5\times2=10\). One face is missing because it is not independent. Combine the other five, striking out each link that occurs twice. Every link borders two faces, so what survives is the border of the sixth. The missing face is real, and it must be put back before the sum is taken.

**Q.** Real material has silanols. What happens to the twelve when water opens a link?

**A.** Let silicon \(i\) have \(d_i\) links instead of three. Let the drawing lie on a closed surface on which \(V-E+F=\chi\), with \(\chi=2\) for the sphere. Repeat the algebra with \(F=\chi-V+E\):
\[
S=6F-2E=6\chi-6V+4E .
\]
Counting link ends now gives \(2E=\sum_i d_i\), so \(4E=\sum_i2d_i\). Since \(6V=\sum_i6\),
\[
S=6\chi+2\sum_i(d_i-3).
\]
If each link missing at a silicon leaves one Si-OH group on that silicon, and there are no other silanols, the number of silanols is \(N_{\mathrm{OH}}=\sum_i(3-d_i)\). On the sphere, therefore,
\[
S=12-2N_{\mathrm{OH}} .
\]
The molecule must still be in one piece. The opening left in the cage counts as a face, and a link with the same face on both sides counts twice in that face's size.

**Q.** Check that against a picture.

**A.** Water opens one link of T8: Si-O-Si + H\(_2\)O \(\rightarrow\) 2 Si-OH. The two four-rings beside that link merge. Together they had eight sides, two of which belonged to the lost link, so the opening is a six-ring. Four four-rings remain, and \(S=4\times2+0=8\). The formula gives \(12-2\times2=8\).

Now remove a whole corner instead. Three four-rings merge, and of their twelve sides six belonged to the three lost links. The opening is again a six-ring, three four-rings remain, and \(S=3\times2=6\). There are three silanols, and \(12-2\times3=6\).

The relation was also tested on all 1083 patterns of opened links, the unopened cage included, that leave T8 in one piece.

**Q.** So if I find less than twelve per cage, I can read off the silanols?

**A.** Only under several conditions. Each cage must still be in one piece, the cages must not have joined, every missing link must end in Si-OH, and no silanol may stand in the place of R. A T8 whose Si-H groups have turned into Si-OH keeps \(S=12\) whatever their number, and a T8 whose opened link is capped by H at both ends has \(S=8\) without a silanol. Joining is a further way to fail. Take two T8 cages, open one link in each, and connect the loose ends crosswise between the cages. The numbers of silicons and oxygens have not changed, every silicon again has three links, and there is no silanol.

In each cage the two four-rings beside the opened link are broken, and each leaves a path of three links. Each path joins one from the other cage through the two new links, making a ring of \(3+3+2=8\). The product has eight four-rings and two eight-rings:
\[
S=8(2)+2(-2)=12 .
\]
Two separate cages had 24 between them. The twelve belongs to each closed molecule, not to each cage that went into it. Per original cage it has fallen to six, without a single silanol.

**Q.** And if I continue joining?

**A.** As long as the product can be drawn on one sphere, it has \(S=12\) in total, so \(N\) cages joined in this way have \(12/N\) each. A closed loop of cages can behave differently, depending on which links are opened. Take three T8 cages, open two diametrically opposite links in each, and join them in a circle. The surface that follows the cages and their connections now has a hole through it, like a tyre.

Each cage keeps two of its four-rings, and each of the three junctions makes two eight-rings. Thus \(F=6+6=12\), while \(V=24\) and \(E=36\), so
\[
\chi=24-36+12=0,\qquad S=6(2)+6(-2)=0 .
\]
Every silicon still has three links. Three links per silicon are therefore not enough for the twelve: the surface must also be a sphere.

**Q.** How much does this matter in a film? Give me numbers for a low-k dielectric.

**A.** Take hydrogen silsesquioxane, a spin-on dielectric, and suppose first that the film consists of closed T8 cages alone. The cage mass is
\[
M=8(1.008+28.085)+12(15.999)=424.73\ \mathrm{g/mol}.
\]
With a rough film density of \(\rho=1.4\) g/cm\(^3\), the number of cages per volume is
\[
\frac{\rho N_A}{M}\approx2.0\ \mathrm{nm^{-3}},
\]
or about 0.50 nm\(^3\) for each cage, including its share of the space between cages. Six four-rings per cage make about 12 four-rings per nm\(^3\). These densities are proportional to \(\rho\) and carry its uncertainty. The value 1.4 belongs to a resin film, not to pure T8: crystalline H\(_8\)Si\(_8\)O\(_{12}\) is denser, roughly 1.9 g/cm\(^3\), which would give about 16 four-rings per nm\(^3\).

**Q.** Now let water in.

**A.** Suppose that each link is open with probability \(p=0.01\), independently of the others. This value is chosen, not measured, and it follows only one of the things water can do. Water can also attack the Si-H groups, Si-H + H\(_2\)O \(\rightarrow\) Si-OH + H\(_2\), which makes silanols without opening a link and leaves \(S\) unchanged. The numbers below count only silanols from opened links. A cage has twelve links, so the share of intact cages is \((1-p)^{12}=0.886\). Each opened link makes two silanols:
\[
12\times2\times0.01=0.24\ \text{per cage},\qquad 0.24\times2.0\approx0.48\ \mathrm{nm^{-3}} .
\]
Each silanol lowers \(S\) by two, so the mean ring sum falls by 0.48, which is 4 percent of twelve. This holds for cages still in one piece, and nearly all are. The cheapest way to split T8 is to open all three links at one of its eight corners, with a probability near \(8p^3=8\times10^{-6}\). The full sum over patterns gives \(8.1\times10^{-6}\).

**Q.** One percent of the links open, and more than a tenth of the cages damaged?

**A.** Yes, because each cage has twelve chances to fail. The ring sum reacts less strongly, since most damaged cages have lost one link and still have \(S=8\).

**Q.** And the joining of cages?

**A.** Suppose that 10 percent of the cages, again a chosen value, are joined in pairs by the crosswise exchange described above and that no link is open. A paired cage has a share of six, so the mean per original cage is
\[
0.90\times12+0.10\times6=11.4 .
\]
That is a fall of 5 percent, close to the 4 percent caused by the opened links. A ring sum somewhat below twelve per cage therefore cannot by itself tell silanols from joined cages. One needs a separate measure of the silanols.

**Q.** Which of these pictures is closest to a real film?

**A.** None of them is a full description. Hydrogen silsesquioxane resin is a mixture of closed cages, partly open cages and larger pieces, and curing turns cages into extended network. Pure T8 is therefore an idealization, and the density of 12 four-rings per nm\(^3\) should not be read as a property of a cured film. One assumption that fails in such a film is that of three links on every silicon, since curing can leave silicons with two links or with four. Two T8 cages bridged corner to corner by one extra link have two silicons with \(d_i=4\), so \(S=12+2\times2=16\), eight per cage rather than six. Another assumption that fails is that of separate closed cages. In the model, pairing every cage brings the sum per original cage from 12 to 6, and the loops of three described above, with opposite links opened, bring it to 0. For an extended network a value of twelve for each cage has no basis.

Silanols matter to the engineer for another reason: they are polar and hold water, and both effects tend to raise the dielectric constant. For a cage in one piece on a sphere, with one silanol for each link missing at a silicon and none in the place of R, the ring sum gives the number of silanols. Silanols formed from Si-H are invisible to it. It cannot give the dielectric constant, which also depends on density, pores and the polarizability of the bonds.

**Q.** What, then, may I conclude when someone proposes a new closed cage?

**A.** Count its faces, including the one at the back of the drawing. If every silicon has three links and the cage is one closed sphere, a sum other than twelve means that the proposed list of rings is wrong. If the sum is twelve, the proposal has passed a necessary test, and you must still show that the rings fit together and that the bonds can bear the strain. For T8, T10 and T12 the numerical output lists the ring sets that pass this test, have no three-rings and have no ring of \(F\) or more silicons. It marks those that belong to no polyhedron.

## Computed results

```
Random spherical cages traced, all with S = 12: 30
Prism T8: Si 8, O 12, faces 6; 6 x 4-ring; mean ring 4.000 Si; S = 12
Prism T10: Si 10, O 15, faces 7; 5 x 4-ring, 2 x 5-ring; mean ring 4.286 Si; S = 12
Prism T12: Si 12, O 18, faces 8; 6 x 4-ring, 2 x 6-ring; mean ring 4.500 Si; S = 12
Equal-ring cages (ring size, Si): [(3, 4), (4, 8), (5, 20)]
Polyhedral cages, and those without 3-rings:
 T6: 1 cages; without 3-rings: 0 cages, 0 ring lists allowed by the count, 0 realized
 T8: 2 cages; without 3-rings: 1 cages, 1 ring lists allowed by the count, 1 realized
   6 x 4-ring: exists
 T10: 5 cages; without 3-rings: 1 cages, 2 ring lists allowed by the count, 1 realized
   6 x 4-ring, 1 x 6-ring: no polyhedron
   5 x 4-ring, 2 x 5-ring: exists
 T12: 14 cages; without 3-rings: 2 cages, 4 ring lists allowed by the count, 2 realized
   6 x 4-ring, 1 x 5-ring, 1 x 7-ring: no polyhedron
   6 x 4-ring, 2 x 6-ring: exists
   5 x 4-ring, 2 x 5-ring, 1 x 6-ring: no polyhedron
   4 x 4-ring, 4 x 5-ring: exists
 T14: 50 cages; without 3-rings: 5 cages, 9 ring lists allowed by the count, 5 realized
T8, all closed paths: 6 x 4-ring, 16 x 6-ring, 6 x 8-ring; sum of (6-n) = 0
T8, smallest independent set: 5 x 4-ring; sum of (6-n) = 10
T8 with one opened bridge: 4 x 4-ring, 1 x 6-ring; silanols 2; S = 8
T8 without one corner: 3 x 4-ring, 1 x 6-ring; silanols 3; S = 6
One-piece patterns of opened bridges tested: 1083
Two joined T8: 8 x 4-ring, 2 x 8-ring; V-E+F = 2; S = 12
Loop of three joined T8: 6 x 4-ring, 6 x 8-ring; V-E+F = 0; S = 0
Film density (rough input): 1.4 g/cm3
Atomic masses H, O, Si: 1.008, 15.999, 28.085 g/mol
Mass of H8Si8O12: 424.73 g/mol
Cages: 1.985 per nm3; volume per cage 0.504 nm3
Four-rings: 11.91 per nm3
Opened bridges (chosen): 1.0 percent
Intact cages: 88.6 percent
Silanols: 0.240 per cage, 0.476 per nm3
Mean fall of S, one-piece cages: 0.480
Chance that a cage falls apart: 8.1e-06
Cages joined in pairs (chosen): 10 percent
Mean S per original cage with pairs: 11.40
```
